# Exchange-correlation energy from imaginary-frequency response, and the RPA trace formula, part 2

The exchange-correlation energy $E_{xc}=E_x+E_c$ is sought from the density response $\chi_\lambda(i\omega)$ (adiabatic-connection fluctuation-dissipation, ACFD), exactly and in the random-phase approximation (RPA). Hartree atomic units, zero temperature and real orbitals are used.

$\hat H_\lambda=\hat T+\lambda\hat W+\int v_\lambda\hat n$ has a nondegenerate ground state with the same density $n$ for all $\lambda\in[0,1]$. $\hat W$ is the pair interaction with positive definite kernel $v=\Gamma\Gamma^T$, and $\hat u=\int u\,\hat n$. At $\lambda=1$, $v_\lambda=v_{\rm ext}$; at $\lambda=0$ it is the Kohn–Sham (KS) potential $v_s$, with orbitals $\varphi_p$, energies $\varepsilon_p$ and determinant $|0\rangle$, whose exchange energy is $E_x$. Excited states $|m\rangle$ have excitation energies $\Omega_m$. Spatial orbitals $i,j$ are occupied, $a,b$ empty, $p$ any; $\Phi_{ia}=\varphi_i\varphi_a$, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, and

$$(pq|p'q')=\iint\varphi_p(r)\varphi_q(r)\,v(r,r')\,\varphi_{p'}(r')\varphi_{q'}(r').$$

With $F_\lambda=\langle\hat T+\lambda\hat W\rangle_\lambda$, $T_s=F_0$ and $U_H=\tfrac12\iint n\,v\,n$, Section 3 gave $dF_\lambda/d\lambda=\langle\hat W\rangle_\lambda$ and

$$E_{xc}=\int_0^1W_\lambda\,d\lambda,\qquad W_\lambda=\langle\hat W\rangle_\lambda-U_H .\tag{1}$$

For closed shells $\chi_s=-\Phi S\Phi^T$, with diagonal $S_{ia}=4\Delta_{ia}/(\Delta_{ia}^2+\omega^2)$, and

$$-\int_0^\infty\frac{d\omega}{2\pi}{\rm Tr}[\chi_sv]=\sum_{ia}(ia|ia).\tag{5}$$

For the bare Coulomb kernel, (5) and the self term $\tfrac12\int v(r,r)n(r)\,dr=\sum_{ip}(ip|ip)$ diverge; $E_x$ is finite (Section 6).

$$E_c=-\int_0^1d\lambda\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\big[(\chi_\lambda-\chi_s)\,v\big].\tag{B}$$

The exact Dyson equation is $\chi_\lambda=\chi_s+\chi_s(\lambda v+f_{xc,\lambda})\chi_\lambda$. The RPA sets $f_{xc,\lambda}=0$:

$$\chi_\lambda^{\rm RPA}=(1-\lambda\chi_sv)^{-1}\chi_s .\tag{6}$$

$M=-\Gamma^T\chi_s\Gamma$ has eigenvalues $x_k\ge0$ (for one pair, $x=SK$, $K=(ia|ia)$), and

$$\int_0^1\Big[\frac{x}{1+\lambda x}-x\Big]d\lambda=\ln(1+x)-x .\tag{7}$$

$$-{\rm Tr}[(\chi^{\rm RPA}_\lambda-\chi_s)v]=\sum_k\Big[\frac{x_k}{1+\lambda x_k}-x_k\Big]=-\sum_k\frac{\lambda x_k^2}{1+\lambda x_k}.\tag{8}$$

$$E_c^{\rm RPA}=\int_0^\infty\frac{d\omega}{2\pi}\,{\rm Tr}\big[\ln(1-\chi_s(i\omega)v)+\chi_s(i\omega)v\big].\tag{C}$$

Also $I(\tilde\Omega)=\int_0^\infty\ln\frac{\tilde\Omega^2+\omega^2}{\Delta^2+\omega^2}d\omega=\pi(\tilde\Omega-\Delta)$.

The test chain is open, with sites 0 to 5, nearest-neighbour hopping $-t$, two up and two down electrons, $v_{rr'}=4t/\sqrt{1+(r-r')^2}$ and $v_{\rm ext}=(-1,0,-0.5,0,0.5,-1)\,t$; the one-electron check uses the same $v_{\rm ext}$.

## 8. The plasmon form

Let $K_{ia,jb}=(ia|jb)$, that is $K=\Phi^Tv\Phi$, positive semidefinite. With $Q=\Gamma^T\Phi S^{1/2}$, $M=QQ^T$, and $Q^TQ=S^{1/2}KS^{1/2}$ has the same nonzero eigenvalues. Using $S^{1/2}=2\Delta^{1/2}(\Delta^2+\omega^2)^{-1/2}$ with diagonal $\Delta$,

$$1+S^{1/2}KS^{1/2}=(\Delta^2+\omega^2)^{-1/2}\big[\omega^2+\Delta^2+4\Delta^{1/2}K\Delta^{1/2}\big](\Delta^2+\omega^2)^{-1/2}.$$

Let $\tilde\Omega_n^2$ be the eigenvalues of $\Delta^2+4\Delta^{1/2}K\Delta^{1/2}$. Taking the determinant, $\sum_k\ln(1+x_k)=\sum_n\ln(\tilde\Omega_n^2+\omega^2)-\sum_{ia}\ln(\Delta_{ia}^2+\omega^2)$. In a finite basis both sums have equally many terms, so they can be paired and integrated with $I$:

$$E_c^{\rm RPA}=\tfrac12\Big(\sum_n\tilde\Omega_n-\sum_{ia}\Delta_{ia}\Big)-{\rm Tr}K=\tfrac12\Big(\sum_n\tilde\Omega_n-{\rm Tr}A\Big),\qquad A=\Delta+2K.\tag{D}$$

The $\tilde\Omega_n$ are the positive roots of $AX+BZ=\tilde\Omega X$, $-BX-AZ=\tilde\Omega Z$ with $B=2K$. Adding and subtracting these gives $(A-B)(X-Z)=\tilde\Omega(X+Z)$ and $(A+B)(X+Z)=\tilde\Omega(X-Z)$, so $\tilde\Omega^2$ is an eigenvalue of $(A-B)(A+B)=\Delta(\Delta+4K)$, which is similar to the matrix above. On the chain, (C) in site space, (B) with (6) by $\lambda$ quadrature, and (D) from the block eigenproblem all give $-0.46728747\,t$ (tested to $10^{-8}\,t$). This is 33% more negative than the exact $E_c=-0.352052\,t$.

## 9. Weak coupling: what the RPA keeps of Görling–Levy theory

Since $\lambda x^2/(1+\lambda x)$ lies between 0 and $\lambda x^2$, (7) obeys $-x^2/2\le\ln(1+x)-x\le0$. The lower limit integrates in closed form. One has $\sum_kx_k^2={\rm Tr}[SKSK]=\sum S_{ia}S_{jb}K_{ia,jb}^2$, and partial fractions give

$$\int_0^\infty\!\frac{\Delta\Delta'\,d\omega}{(\Delta^2+\omega^2)(\Delta'^2+\omega^2)}=\frac{\Delta\Delta'}{\Delta'^2-\Delta^2}\,\frac\pi2\Big(\frac1\Delta-\frac1{\Delta'}\Big)=\frac{\pi}{2(\Delta+\Delta')} .$$

The prefactor is $-\tfrac12\cdot16\cdot\frac1{2\pi}\cdot\frac\pi2=-2$, so

$$E_d=-2\sum_{ia,jb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}}\le E_c^{\rm RPA}\le0 .$$

For one pair $E_d=-K^2/\Delta$, as found above. By (8), the RPA integrand starts as $2\lambda E_d$.

For the exact slope write $v_\lambda=v_s-\lambda u_1+\lambda^2u_2+\dots$. Second-order perturbation theory gives $E_\lambda=E_0+\lambda\langle\hat W-\hat u_1\rangle_0+\lambda^2\big(E^{(2)}+\int u_2n\big)$ with $E^{(2)}=-\sum_{m>0}\langle m|\hat W-\hat u_1|0\rangle^2/\Omega_m$. Subtracting $\int v_\lambda n$ removes the terms in $u_1$ and $u_2$ that are linear in $n$: $F_\lambda=T_s+\lambda\langle\hat W\rangle_0+\lambda^2E^{(2)}$. By Section 3, $dW_\lambda/d\lambda|_0=2E^{(2)}$, and $E^{(2)}$ is the second-order Görling–Levy energy $E_{\rm GL2}$.

A two-body operator connects the determinant to single and double excitations only. With $D=\Delta_{ia}+\Delta_{jb}$, opposite-spin doubles have element $(ia|jb)$ and give $-\sum(ia|jb)^2/D$. Same-spin doubles have the antisymmetrized element $(ia|jb)-(ib|ja)$; unrestricted sums count each state four times, so each spin gives $-\tfrac14\sum[(ia|jb)-(ib|ja)]^2/D=-\tfrac12\sum[(ia|jb)^2-(ia|jb)(ib|ja)]/D$, where the two squares are equal after relabelling $a\leftrightarrow b$, which leaves $D$ unchanged. For a single excitation the electron moved from $i$ to $a$ interacts with all occupied orbitals, directly with both spins and by exchange with its own, so the element is $G_{ia}-u_{1,ia}$ with $G_{ia}=\sum_j[2(ia|jj)-(ij|ja)]$. Collecting,

$$E_{\rm GL2}=E_d+\sum\frac{(ia|jb)(ib|ja)}{D}-2\sum_{ia}\frac{(G_{ia}-u_{1,ia})^2}{\Delta_{ia}} .$$

The potential $u_1$ follows from the fixed density: doubles do not change $n$ at first order, so the singles must satisfy $\sum_{ia}\Phi_{ia}(r)(G_{ia}-u_{1,ia})/\Delta_{ia}=0$.

On the chain, $-1.016132+0.476804-0.024515=-0.563843\,t$, and half the finite-difference slope of the exact $W_\lambda$ is $-0.5638426\,t$ (tested to $10^{-7}\,t$; $u_1$ is tested against $-\partial_\lambda v_\lambda$). The RPA keeps only the direct term, so in this model its initial slope is $1.016132/0.563843=1.80$ times the exact one. At $\lambda=1$ the correlation integrand is $-0.716301\,t$ against the exact $-0.586511\,t$, 22% more negative. $E_{\rm GL2}$ itself is 60% more negative than the exact $E_c$. The RPA series in $\lambda$ cannot be summed term by term here: the lowest $\tilde\Omega^2$ vanishes, producing a square-root branch point in (D), at $\lambda=-1/x_{\max}(0)=-1/3.5646=-0.28$, which is closer to the origin than $\lambda=1$.

Two limits expose the missing exchange. For terms with $i=j$, $(ib|ia)=(ia|ib)$, so the exchange term is exactly $-\tfrac12$ of the direct one; a two-electron singlet has only such terms, and the RPA doubles its second-order doubles energy. For one electron, $\chi_\lambda=\chi_s$, so $E_c=0$ and the Dyson equation requires $f_{xc,\lambda}=-\lambda v$. The RPA omits this cancellation, and $\ln(1+x)-x<0$ for any $x>0$. With $S=2\Delta/(\Delta^2+\omega^2)$ for one spin, the chain gives the spurious $E_c^{\rm RPA}=-0.135800\,t$.

## 10. The beryllium atom

The calculation is all-electron RPA on PBE orbitals in the cc-pVTZ basis (30 functions, $2\times28=56$ pairs). PBE supplies an approximate $n$ and $\chi_s$, so this evaluates (C) for approximate input and does not follow the exact adiabatic connection.

The levels are $\varepsilon_{1s}=-3.90098$, $\varepsilon_{2s}=-0.20622$, $\varepsilon_{2p}=-0.07367$ Ha, so the gap is $0.13255$ Ha. The lowest RPA root is $0.21459$ Ha; it cannot lie below the gap, because $4\Delta^{1/2}K\Delta^{1/2}\ge0$. The largest $x$ at $\omega=0$ is $2.1434$, so the series in $\lambda$ again fails to converge at $\lambda=1$. These digits belong to the basis: cc-pVQZ gives a gap of $0.1321$ Ha, a lowest root of $0.2110$ Ha and a largest $x$ of $2.151$.

| $\omega$ (Ha) | 0 | 0.2 | 1.0 | 5.0 |
|---|---|---|---|---|
| trace in (C) | −3.288 | −0.7567 | −0.04534 | −0.003849 |

The largest eigenvalue contributes $\ln3.1434-2.1434=-0.998$ at $\omega=0$. It is threefold degenerate, with 92% of its eigenvector weight on the $2s\to2p$ pairs, so it accounts for $-2.99$ of $-3.29$.

For $\omega$ much larger than all $\Delta_{ia}$, $S\to4\Delta/\omega^2$ and the trace tends to $-\tfrac12{\rm Tr}[SKSK]\to-8\,{\rm Tr}[\Delta K\Delta K]/\omega^4$. The coefficient is $-8.9136$ Ha$^4$, and the trace times $\omega^4$ at $\omega=1000$ Ha is $-8.9132$ Ha$^4$ (tested to $10^{-3}$ relative). As $S\le4\Delta/\omega^2$ and all terms of ${\rm Tr}[SKSK]$ are positive, the asymptote bounds the magnitude at every frequency: at 5 Ha it gives $8.9136/625=0.0143$, above the actual $0.0038$. The condition $\omega\gg\Delta_{ia}$ fails there at least for the core excitations, which lie at $3.83$ Ha and above; in the second-order term the block with both pairs starting from $1s$ is $0.0036$ against its asymptote $0.0137$, which is $0.0101$ of the shortfall of $0.0104$. The $\omega^{-4}$ law holds in a finite basis, where $\Delta$ is bounded; the argument does not extend to a complete one. The coefficient is a property of the basis, not of the atom: it is $-0.31$ Ha$^4$ in cc-pVDZ, $-194$ Ha$^4$ in cc-pVQZ and $-7.7\times10^3$ Ha$^4$ in the core-valence set cc-pCVTZ.

From (D),

$$E_c^{\rm RPA}=\tfrac12(154.008273-154.197382)=-0.09455\ \text{Ha}=-2.573\ \text{eV},$$

and the three routes agree at $-0.09455485$ Ha (tested to $10^{-8}$ Ha; a finer PBE integration grid moves the value by $2\times10^{-8}$ Ha). It lies above the bound $E_d=-0.156215$ Ha. The second-order exchange term is $+0.077632$ Ha, $0.497$ of $|E_d|$. The $i=j$ terms give exactly one half; that the $1s$–$2s$ terms explain the remaining $0.003$ follows from their sizes, $-0.003960$ Ha direct and $+0.001504$ Ha exchange. With $E_x=-2.65975$ Ha, $E_{xc}^{\rm RPA}=-2.7543$ Ha $=-74.95$ eV. Adding core-correlation functions (cc-pCVTZ) lowers $E_c^{\rm RPA}$ by $0.073$ Ha, to $-0.1673$ Ha, and $E_{xc}^{\rm RPA}$ by $2.0$ eV, to $-76.95$ eV.

The sum $T_s+\int v_{\rm ext}n+U_H+E_x$ is the Hartree–Fock functional on the PBE orbitals, $-14.571475$ Ha, which lies $0.0014$ Ha above the restricted (closed-shell) Hartree–Fock energy $-14.572873$ Ha. The RPA total energy is $-14.571475-0.094555=-14.666030$ Ha. CCSD(T) in the same basis gives $-14.623790$ Ha, so the RPA is lower by $0.0422$ Ha ($1.15$ eV). Measured from the same reference, CCSD(T) implies a correlation energy of $-14.623790+14.571475=-0.052315$ Ha, and the RPA value is $1.81$ times this. The difference depends strongly on the basis, $0.0326$ Ha in cc-pVDZ and $0.0755$ Ha ($2.05$ eV) in cc-pCVTZ; the ratio moves less, $1.71$ and $1.82$. The sign matches the omission of a positive exchange term at second order, but no higher-order exchange was computed, so attributing the whole excess to it remains a conjecture.

| basis | $\sum(ia\vert ia)$ (Ha) | $E_x$ (Ha) | $E_c^{\rm RPA}$ (Ha) |
|---|---|---|---|
| cc-pVDZ | 0.5834 | −2.66676 | −0.078430 |
| cc-pVTZ | 1.1748 | −2.65975 | −0.094555 |
| cc-pVQZ | 2.1622 | −2.66314 | −0.125591 |

The response term (5) grows by $1.58$ Ha from cc-pVDZ to cc-pVQZ while $E_x$ moves by less than $0.01$ Ha, and not monotonically; the program asserts the growth and that the end-to-end change of $E_x$ is below 5% of it. Three points are consistent with the divergence derived in Section 6 without proving it. In a finite basis the self term is the truncated sum $\sum_{ip}(ip|ip)=\sum(ia|ia)-E_x$, for cc-pVTZ $1.1748+2.6598=3.835$ Ha. The correlation energy is far from converged: its step from triple to quadruple zeta, $-0.0310$ Ha, is larger than the preceding one, $-0.0161$ Ha. These sets are optimized for valence correlation and lack the tight functions that $1s$ correlation needs, so the core part of an all-electron $E_c^{\rm RPA}$ is incomplete in all three; with only the pairs from $2s$ kept, (D) gives $-0.0771$, $-0.0830$, $-0.0856$ Ha in the three sets, with shrinking steps, while with only the pairs from $1s$ it gives $-0.0005$, $-0.0090$, $-0.0351$ Ha, against $-0.0766$ Ha in cc-pCVTZ, so the growing step comes from the core. The cc-pVTZ numbers are therefore values for that basis and support no extrapolation to the basis-set limit.

## Values computed for the example and the checks

```
CHAIN: L=6, 2 up + 2 down, U=4.0 t; energies in t
vext (t): -1.0000 0.0000 -0.5000 0.0000 0.5000 -1.0000
density (per site): 1.0696 0.5224 0.4267 0.3215 0.4518 1.2080
v_s, zero mean (t): -0.9084 0.5809 0.0084 0.3594 0.8426 -0.8829
KS levels (t): -1.7089 -1.4430 -0.8637 0.3505 1.5213 2.1438
smallest many-body gap on lambda nodes = 0.4757 t
E0 = 3.124901 t, F1 = 5.389975 t
Ts = -5.068787 t, U_H = 16.921585 t
self term (1/2) sum v_rr n_r = 8.000000 t
W_0, W_0.5, W_1 = -6.110770 -6.489596 -6.697281 t
lam=0.5: dF/dlam = 10.431988 t, <W> = 10.431988 t
Exc definition = -6.46282234 t, Exc ACFD = -6.46282234 t
Ex = -6.110770 t, Ec exact = -0.352052 t
chi_1(1,1; w=1t): Lehmann -0.206490, propagated -0.206490 1/t
chi_RPA(1,1; w=1t): Dyson -0.175049, TD Hartree -0.175049 1/t
chi_s(1,1; w=1t) = -0.235982 1/t
largest x of -chi_s v at w->0 = 3.5646 (dimensionless)
Ec RPA log / lambda / plasmon = -0.46728747 -0.46728747 -0.46728747 t
Wc(lam=1): exact -0.586511 t, RPA -0.716301 t
GL2 direct / exchange / singles = -1.016132 0.476804 -0.024515 t
GL2 sum = -0.5638426 t, half slope of W = -0.5638426 t
one electron: Exc ACFD = -1.264297 t, U_H = 1.264297 t
one electron: Ec RPA = -0.135800 t
Be ATOM: PBE orbitals, all electrons; energies in hartree
cc-pvdz (14 AOs): sum(ia|ia) = 0.5834, Ex = -2.66676, Ec RPA = -0.078430 Ha
cc-pvtz (30 AOs): sum(ia|ia) = 1.1748, Ex = -2.65975, Ec RPA = -0.094555 Ha
cc-pvqz (55 AOs): sum(ia|ia) = 2.1622, Ex = -2.66314, Ec RPA = -0.125591 Ha
cc-pVTZ details, 56 occupied-virtual pairs
e(1s), e(2s), e(2p) = -3.90098 -0.20622 -0.07367 Ha
KS gap = 0.13255 Ha, lowest RPA root = 0.21459 Ha
largest x at w=0: 2.1434 (dimensionless)
Tr[ln(1-chi v)+chi v] at w=0.0 Ha: -3.288095 (dimensionless)
Tr[ln(1-chi v)+chi v] at w=0.2 Ha: -0.756682 (dimensionless)
Tr[ln(1-chi v)+chi v] at w=1.0 Ha: -0.045338 (dimensionless)
Tr[ln(1-chi v)+chi v] at w=5.0 Ha: -0.003849 (dimensionless)
w^4 tail: formula -8.9136, numeric at w=1000 Ha -8.9132 Ha^4
sum Omega = 154.008273 Ha, Tr A = 154.197382 Ha
Ec RPA log / lambda / plasmon = -0.09455485 -0.09455485 -0.09455485 Ha
Ec RPA = -2.5730 eV
second order direct = -0.156215 Ha, exchange = 0.077632 Ha
Exc RPA = Ex + Ec = -2.754302 Ha = -74.948 eV
E PBE = -14.628677 Ha, E HF = -14.572873 Ha
E HF functional on PBE orbitals = -14.571475 Ha
E RPA total = -14.666030 Ha, E CCSD(T) = -14.623790 Ha
CCSD(T) correlation = -0.050917 Ha
E RPA - E CCSD(T) = -0.042240 Ha = -1.1494 eV
```
